\section*{Three-body recombination in afterglows: the capture radius and the Te^(-9/2) law, part 2}

In three-body recombination, two electrons meet near an ion of charge $Z$, fixed at the origin; one becomes bound and the other carries away the energy. The rate per ion is $\nu=Kn^2$, with $n$ the electron density. The law to be derived is
\begin{equation}
K=C\,Z^3\,T^{-9/2},
\label{eq:law}
\end{equation}
where $C$ is a pure number and $T$ the electron temperature as an energy. Atomic units are used.

A first estimate multiplied the chance of an electron being within the capture radius $r_c=2Z/(3T)$, where it can be bound by $3T/2$, by its rate of encounters with impact parameter $b$ below $2/(3T)$. It gave $C=C_s\simeq3.9$. A similarity argument, scaling lengths as $1/T$ and times as $T^{-3/2}$ in the classical three-body motion, gave the same power of $T$ at fixed $Z$. Weak coupling means $\Gamma=1/(aT)\ll1$, where a sphere of radius $a$ holds one electron on average.

The second derivation treats encounters as impulsive. At distance $r$ from the ion, an electron with velocity $\mathbf v$ has energy $E=v^2/2-Z/r$ and the distribution
\begin{equation}
f(\mathbf r,\mathbf v)=\frac{n}{(2\pi T)^{3/2}}\,e^{-E/T},\qquad E>0 .
\label{eq:f}
\end{equation}
For bound electrons the same expression is the equilibrium reference. An encounter with a second electron, from a uniform Maxwellian gas, changes $\mathbf v$ to $\mathbf v+\mathbf q$ and $E$ to $E'$. For relative speed $g$ and deflection angle $\theta$, $q=g\sin(\theta/2)$ and $\tan(\theta/2)=2/(g^2b)$. With $v_\parallel=\mathbf v\cdot\mathbf q/q$, the rate of velocity changes per unit $d^3q$ is
\begin{equation}
W=\frac{4n}{q^5\sqrt{2\pi T}}\,
\exp\!\left[-\frac{(v_\parallel+q)^2}{2T}\right].
\label{eq:w}
\end{equation}

The worked example is singly charged copper ions in the late afterglow of a pulsed sputtering discharge, with $n=10^{12}$ cm$^{-3}$ and $T=0.1$ eV. The first estimate gives $\nu\simeq320$ s$^{-1}$; the density decay was computed with recombination as the sole loss and $T$ fixed.

\subsection{From velocities to energies}

The place $r$ does not change in the encounter, so the energy loss of the first electron is
\begin{equation}
D=E-E'=\frac{v^2-|\mathbf v+\mathbf q|^2}{2}=-v_\parallel q-\frac{q^2}{2}.
\label{eq:d}
\end{equation}
Solving for $v_\parallel$ gives $v_\parallel+q=q/2-D/q$. With the definition
\begin{equation}
A=\frac{q^2}{8}+\frac{D^2}{2q^2},
\end{equation}
the square is $(q/2-D/q)^2=q^2/4-D+D^2/q^2=2A-D$. The exponential in (\ref{eq:w}) becomes $\exp[(D/2-A)/T]$.

Write $v_\parallel=v\mu$, where $\mu$ is the cosine of the angle between $\mathbf v$ and $\mathbf q$. At fixed $q$, equation (\ref{eq:d}) gives $dE'=-dD=vq\,d\mu$. Hence
\begin{equation}
d^3q=2\pi q^2\,dq\,d\mu=\frac{2\pi q}{v}\,dq\,dE' .
\end{equation}

The condition $|\mu|\le1$ limits the place of the encounter. For a loss, $D>0$, it reads $q/2+D/q\le v$. Both sides are positive, so they may be squared and halved:
\begin{equation}
\frac{v^2}{2}=E+\frac Zr\ \ge\ \frac12\left(\frac q2+\frac Dq\right)^2=A+\frac D2 .
\end{equation}
With the mean binding $M=-(E+E')/2$, one has $D/2-E=M$, and the condition becomes
\begin{equation}
r\le R=\frac{Z}{A+M}.
\label{eq:R}
\end{equation}

The capture radius is contained in this limit. Since $A-D/2=\tfrac12(q/2-D/q)^2\ge0$, the denominator is at least $D/2+M=-E'$. Thus $R\le Z/|E'|$ for a bound final state, with equality at $q=\sqrt{2D}$. If the electron ends bound by $3T/2$ or more, then $R\le r_c$. The earlier argument used the final energy alone. Equation (\ref{eq:R}) adds what the kick $q$ permits, and the accessible sphere is usually smaller.

\subsection{The jump rate and its scaling}

Let $n^2S(E,E')\,dE\,dE'$ be the rate per ion of jumps from $dE$ to $dE'$. The volume element is $4\pi r^2dr$. At fixed $r$, $v\,dv=dE$, so $d^3v=4\pi v^2dv=4\pi v\,dE$. Multiplying these by (\ref{eq:f}), (\ref{eq:w}) and $d^3q$ gives
\begin{align}
S&=\int 4\pi r^2dr\;4\pi v\,\frac{e^{-E/T}}{(2\pi T)^{3/2}}
\int\frac{2\pi q\,dq}{v}\,\frac{4\,e^{(D/2-A)/T}}{q^5\sqrt{2\pi T}}\nonumber\\
&=\frac{32\pi}{T^2}\int_0^\infty\frac{dq}{q^4}\,e^{(M-A)/T}\int_0^R r^2dr .
\end{align}
The speed $v$ has cancelled. The constant is $4\pi\cdot4\pi\cdot2\pi\cdot4/(2\pi T)^2=32\pi/T^2$, and the exponent uses $-E+D/2=M$. The last integral is $R^3/3$, so
\begin{equation}
S=\frac{32\pi Z^3}{3T^2}\int_0^\infty\frac{dq}{q^4}\,
\frac{e^{(M-A)/T}}{(A+M)^3}.
\label{eq:s}
\end{equation}

The substitution $q=\sqrt{2D}\,e^x$ gives $A=(D/2)\cosh2x$ and $dq/q^4=(2D)^{-3/2}e^{-3x}dx$. Since $A$ is even in $x$, the even part of $e^{-3x}$ suffices:
\begin{equation}
S=\frac{32\pi Z^3}{3T^2(2D)^{3/2}}\int_{-\infty}^{\infty}
\frac{\cosh3x\;e^{(M-A)/T}}{(A+M)^3}\,dx .
\label{eq:sx}
\end{equation}

Now measure $E$ and $E'$ in units of $T$. The prefactor gives $T^{-2}$, the factor $(2D)^{-3/2}$ gives $T^{-3/2}$, the denominator gives $T^{-3}$, and $dE\,dE'$ gives $T^2$. The total is $T^{-9/2}$. The factor $Z^3$ comes from the volume available around the ion. For capture from $E>0$ to a binding of at least $\beta T$,
\begin{equation}
K_\beta=\int_0^\infty dE\int_{-\infty}^{-\beta T}dE'\,S=C_\beta Z^3T^{-9/2}.
\end{equation}
This is the law (\ref{eq:law}) again, with a number that can be computed.

For $\beta=3/2$, equation (\ref{eq:sx}) gives $C_\beta=0.510$. Random sampling of Rutherford collisions at 0.05 eV, with vectors and angles drawn from their distributions, gave $0.516\pm0.003$, which is 1.2 percent or about two standard errors higher. Samples at 0.05 and 0.4 eV gave the temperature power $-4.51$, and samples with $Z=1$ and $Z=2$ gave the charge power 3.00, with sampling uncertainties of about 0.004 and 0.01.

The number depends strongly on the chosen binding: $C_\beta$ is 2.0 for $\beta=1$ and 0.04 for $\beta=3$. A single capture radius therefore cannot fix $C$. What happens after the first capture must be followed.

\subsection{Re-ionization}

A weakly bound electron can be knocked free again. Let $p(E)$ be the probability that an electron bound at $E$ reaches a binding of $12T$ before it becomes free. Assume that between encounters it samples all positions and directions allowed by its energy. Equation (\ref{eq:f}) then describes its relative distribution, and $S$ gives the relative probabilities of its jumps.

Upward jumps need no new formula. For $D=-d<0$, the condition $|\mu|\le1$ becomes $v\ge|q/2-d/q|$, or $E+Z/r\ge A-d/2$. Since now $M=-E-d/2$, this is again $Z/r\ge A+M$, and the exponent is again $M-A$. So $S(E,E')=S(E',E)$, as detailed balance requires, with $|D|$ in (\ref{eq:sx}).

After one jump the electron is at $E'$, and its chance is $p(E')$. Averaging over the jumps gives
\begin{equation}
p(E)\int S(E,E')\,dE'=\int S(E,E')\,p(E')\,dE',
\label{eq:p}
\end{equation}
with $p=0$ for free electrons and $p=1$ beyond the binding $12T$. The net coefficient counts each capture with its chance of lasting:
\begin{equation}
K_{\rm net}=\int_0^\infty dE\int_{-\infty}^0dE'\,S(E,E')\,p(E')=C_{\rm net}Z^3T^{-9/2}.
\end{equation}
The factors $Z^3$ and the powers of $T$ cancel in (\ref{eq:p}), so $p$ depends on $E/T$ alone and the law is unchanged.

Small jumps need care. For $D\to0$ with $M>0$, large $|x|$ dominates (\ref{eq:sx}). There $A\simeq(D/4)e^{2|x|}$, so $\cosh3x\simeq\tfrac12(4A/D)^{3/2}$ and $S\propto D^{-3}$. The mean square energy change, which contains $\int D^2S\,dD$, then diverges logarithmically. Such jumps come from distant encounters of long duration, during which the bound electron moves along its orbit, and the impulse assumption fails. An encounter at distance $r_c$ with $g\sim\sqrt T$ gives, for $Z=1$, a kick $q=g/\sqrt{1+(g^2r_c/2)^2}\sim\sqrt T$ and an energy change of order $T$. Jumps smaller than a cut of that order are dropped, which removes the divergence. The cut does not make every remaining encounter impulsive. For $Z=1$, an encounter with $b=1.5/T$ and $g=2\sqrt T$ gives $q\simeq0.63\sqrt T$, which can take up to $vq-q^2/2\simeq1.1T$ from an electron of speed $v=2\sqrt T$. It lasts about $b/g=0.75\,T^{-3/2}$, longer than the orbital period $2\pi/(6T)^{3/2}\simeq0.43\,T^{-3/2}$ at binding $3T$. The net constants are therefore results of this model and not accurate rates. The error has a known direction: in the full three-body motion, jumps larger than the cut are several times rarer for electrons bound by $2T$ to $4T$ than the impulsive $S$ predicts, and the classical-trajectory calculation of Mansbach and Keck gives $C\simeq0.76$ for $Z=1$, below both values found here.

With the cut at $0.5T$, $C_{\rm net}=3.3$; with the cut at $T$, it is 1.7. The cut is fixed only by order of magnitude, and cuts at $0.25T$ and $2T$ give 5.2 and 0.53. This spread shows the model's sensitivity to the cut and is not a bound on its error. The chance $p$ is 0.23 to 0.28 at binding $1.5T$, 0.58 to 0.64 at $3T$ and 0.87 to 0.89 at $5T$. Most electrons captured at the conventional binding $3T/2$ are thus lost again.

Yet $C_{\rm net}$ exceeds the single-jump value 0.51. Since $p\le1$, direct captures below $-3T/2$ contribute at most 0.51. With the lower cut, at least $3.3-0.5=2.8$ of the total comes from captures into shallower states, followed by further jumps down. The closeness of $C_s\simeq3.9$ to these values does not mean that the sphere picture describes the path correctly.

\subsection{What each derivation assumes}

Both derivations need classical electrons, a Maxwellian distribution, an unscreened ion field and at most one partner electron at a time. The last two are the weakly coupled assumption. Both take $T$ as given and neglect photons.

The capture-sphere derivation assumes in addition that one binding energy separates captured from free electrons, and that one distance separates effective from ineffective encounters. It gives the power in a few lines and the number by order of magnitude. For the power at fixed $Z$, the similarity argument removes the second of these assumptions; it still marks capture by a binding $\beta T$, but with any fixed $\beta$.

The collision derivation replaces both sharp distances by the Rutherford law and the limit (\ref{eq:R}). It assumes impulsive encounters and, for the net rate, electrons that sample their energy surface. It also ignores the ion's pull on the second electron; giving that electron the distribution (\ref{eq:f}) instead would roughly double $C_\beta$ for $\beta=3/2$, to about 1.1. In return it yields the jump rates, the role of re-ionization and the factor $Z^3$, provided that any cut is a fixed multiple of $T$.

\subsection{The example beside a real afterglow}

The example had $n=10^{12}$ cm$^{-3}$, $T=0.1$ eV and $Z=1$. The net constants give 270 and 140 s$^{-1}$ for the two cuts, against 320 s$^{-1}$ from the sphere and about 60 s$^{-1}$ from the classical-trajectory value $C\simeq0.76$. The classical condition is met moderately well: the reduced thermal wavelength is 0.09 of $r_c$, and the hydrogenic level spacing at binding $3T/2$ is 0.27 of $T$. For deeper states it is not met: the spacing to the next higher level is about $1.5T$ at binding $5T$ and $4.9T$ at $12T$, so the continuous energies behind the net constants are a rough model there. A hydrogenic estimate of direct radiative capture gives 1.6 s$^{-1}$; about 1.1 of this goes into $n=1$ to 3, which are filled in the copper ion, so it is an order of magnitude only. Photons also act later: radiative decay of bound states during the cascade, added to the jump balance with rough hydrogenic rates, raises the net rates by about 5 to 25 s$^{-1}$, and its share is larger when the collisional jumps are slower than in this model. Argon atoms at 5 mTorr and 400 K, with a rough cross-section of 1 \AA$^2$, remove energy at only about $10^{-7}$ of the rate at which electrons do. This estimate compares the collision rates and allows an atom to take a fraction $2m_e/m_{\rm Ar}$ of the energy in each collision, with $m_{\rm Ar}$ the argon mass.

These are rough values for a high-power pulsed copper sputtering discharge in argon; 0.1 eV belongs to the late afterglow and is far below the temperature during the pulse. Such a device breaks the assumption that recombination is the sole loss. Ions flowing at $\sqrt{T/m_i}$, with $m_i$ the copper ion mass, to a wall 10 cm away are lost at about 3900 s$^{-1}$, twelve times the sphere estimate. At fixed density, the two rates are equal near 0.06 eV with $C_s$, between 0.05 and 0.06 eV with the net constants, and near 0.044 eV with $C\simeq0.76$. Because their ratio varies as $T^{-5}$ for this free-flow loss, a wall loss ten times slower at every temperature would raise this temperature by a factor of $10^{1/5}\simeq1.6$. Free flow is itself only a scale: at 5 mTorr an ion collides with argon about every 0.5 cm, so the loss is by ambipolar diffusion. Without a magnetic field this gives roughly 1600 to 6500 s$^{-1}$ at 0.1 eV, depending on the shape of the vessel, and it varies with the sum of the electron and ion temperatures and not with $\sqrt T$. The temperature is not fixed either: the partner electron gains the energy $D$ in each downward jump, and a rise of $T$ by 10 percent lowers $K$ by about 35 percent. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Te power from sampled collisions: -4.506
Z power from sampled collisions: 3.001
C, capture-sphere estimate: 3.91 a.u.
C, single jump below -1.5 Te, formula: 0.5099 a.u.
C, same, sampled: 0.5161 +- 0.0029 a.u.
C, single jump below -1 Te: 2.0151 a.u.
C, single jump below -3 Te: 0.0435 a.u.
C, net, jumps above 0.5 Te: 3.34 a.u.
C, net, jumps above 1.0 Te: 1.68 a.u.
p at binding 1.0 Te (cut 0.5 Te, 1.0 Te): 0.114, 0.163
p at binding 1.5 Te (cut 0.5 Te, 1.0 Te): 0.227, 0.284
p at binding 3.0 Te (cut 0.5 Te, 1.0 Te): 0.584, 0.638
p at binding 5.0 Te (cut 0.5 Te, 1.0 Te): 0.867, 0.890
trajectory mismatch, no screening: 9.3e-13 (units 1/Te)
trajectory mismatch, example density: 3.4e-05 (1/Te)
trajectory mismatch, Debye length 1/Te: 0.38 (1/Te)
example density: 1.0e+12 cm^-3; Te: 0.1 eV
capture radius: 96.0 angstrom
ion-sphere radius a: 6204 angstrom
Debye length: 23508 angstrom
coupling Gamma: 0.0232
electrons in capture sphere, uniform density: 3.71e-06
crowding factor from ion attraction: 1.99
K at 0.1 eV, sphere estimate: 3.21e-22 cm^6/s
Te 0.05 eV: ion loss 7.27e+03 s^-1, wall loss 2.76e+03 s^-1, Gamma 0.0464
Te 0.1 eV: ion loss 321 s^-1, wall loss 3.9e+03 s^-1, Gamma 0.0232
Te 0.2 eV: ion loss 14.2 s^-1, wall loss 5.51e+03 s^-1, Gamma 0.0116
ion loss at 0.1 eV with net C (cut 0.5, 1.0 Te): 274, 138 s^-1
density-halving time at 0.1 eV: 4.67 ms
Te where recombination equals wall loss: 0.0607 eV
same with net C (cut 0.5, 1.0 Te): 0.0588, 0.0512 eV
reduced thermal wavelength: 8.73 angstrom
wavelength / capture radius: 0.091
principal quantum number at binding 1.5 Te: 9.5
level spacing there / Te: 0.272
degeneracy n lambda^3: 1.0e-08
hydrogenic radiative capture: 1.58 s^-1
exact/estimated radiative capture at threshold: 0.797
argon: 5.0 mTorr, 400 K, 1.21e+14 cm^-3
argon-atom cross-section (rough): 1.0 angstrom^2
argon-atom / electron third-body rate: 1.1e-07
gyroradius at 10 mT: 7.54e+05 angstrom
distance to wall: 10 cm
\end{verbatim}
